Convergence of core photoemission spectra with a discretized DMFT bath, part 2

A core hole suddenly acts on an Anderson impurity d with a fixed DMFT bath Δ(z) = Σ_k V_k²/(z − ε_k) of density ρ_Δ. Algebra is in atomic units, at zero temperature, with one-electron energies from the chemical potential.

H0 = −(U/2) n_d + U n_d↑ n_d↓ + Σ_kσ ε_k n_kσ + Σ_kσ V_k (d†_σ c_kσ + c†_kσ d_σ)

has ground state g and energy E_g. With the hole, H1 = H0 − Q n_d has energies E_f. Lines at ω = E_f − E_g have half-width Γ and moments m1, m2:

A(ω) = −(1/π) Im G(ω + iΓ),   G(z) = ⟨g|(z + E_g − H1)⁻¹|g⟩

m1 = ⟨g|(H1 − E_g)|g⟩ = −Q⟨n_d⟩,   m2 − m1² = Q²(⟨n_d²⟩ − ⟨n_d⟩²).   (2)

The baths use, with D = 2t,

g_sc(z) = 2[z − √(z² − D²)]/D²,   density (2/πD²)√(D² − ε²).   (3)

Metal: Δ = t² g_sc. Insulator: Δ^<(z) = (t²/2) g_sc(z + U/2) for valence, Δ^>(z) = (t²/2) g_sc(z − U/2) for conduction levels.

M Lanczos steps on H1 − E_g give coefficients a_m, b_m. With d_m = z − a_m − b²_{m−1}/d_{m−1}, P_m = Π_{k≤m}(b_k/d_k)² and a resolvent element γ,

G_M = Σ_{m=1..M} P_{m−1}/d_m,   G − G_M = P_M γ,   |G − G_M| ≤ |P_M|/Γ.   (6)

For a_m → a, b_m → b and w = (z − a)/2b,

ρ(z) = |w + √(w² − 1)| > 1,   |P_M| ∝ ρ^(−2M).   (7)

Gauss quadrature puts n levels on each side of the Fermi level; for a semicircle, w = z/D and M = n in (7). The level L̂ counts valence holes (h_σ per spin) plus conduction electrons; determinants with L̂ ≤ K are kept. Parity rule: n_d = 1 exactly at even levels.

Example: D = 1 eV, Γ = 0.2 eV; metal U = 0, Q = 1 eV; insulator U = 4 eV, Q = 5 eV.

For ε_k < 0, (H0 − E_g − ε_k) c†_kσ g = V_k d†_σ g can be inverted. The squared norm of c†_kσ g is the hole occupation, so

1 − n_kσ = V_k² ⟨g|d_σ (H0 − E_g − ε_k)⁻² d†_σ|g⟩ = V_k² ∫_{ν≥0} dν A⁺_σ(ν)/(ν + |ε_k|)²,

where A⁺ is the electron-addition spectrum of d. Summing over valence levels,

⟨h_σ⟩ = ∫_{ε<0} dε ρ_Δ(ε) ∫_{ν≥0} dν A⁺_σ(ν)/(ν + |ε|)²,   (8)

valid for any U in the untruncated model. The conduction electrons obey the mirror formula.

If Δ has a gap, |ε| ≥ U/2 − D in the model above, and since A⁺ has weight at most one, ⟨h_σ⟩ ≤ (t²/2)/(U/2 − D)² for every n. The mean level of the ground state cannot grow without limit, which supports using a K found at small n also at large n. Equation (8) does not cover the eigenstates of H1, so the spectrum itself still has to be compared at a second n.

In a metal both densities are finite at zero energy. Treating them as constant up to a scale Λ and cutting |ε| off at λ,

∫_λ^Λ du ∫_0^Λ dν/(ν + u)² = ∫_λ^Λ du [1/u − 1/(u + Λ)] = ln(Λ/λ) + O(1).

The coefficient is ρ_Δ(0)A_d(0). At U = 0, G_d(i0) = 1/(α + iπρ_Δ), where α = −ε_d − Re Δ(0) and ε_d is the d level. Then A_d = ρ_Δ/(α² + π²ρ_Δ²) and ρ_Δ A_d = sin²δ/π² with tan δ = πρ_Δ/α. The same form holds in a Fermi liquid, where Im Σ(0) = 0 and Re Σ(0) enters α, but this coefficient then applies only below the coherence scale. At half filling α = 0 and δ = π/2; directly from (3), t²(2/πD)² = 1/π². Holes and electrons of two spins give four equal terms:

⟨L̂⟩ ≃ (4 sin²δ/π²) ln(1/ε_min) + const.   (9)

Replacing λ by the lowest Gauss level ε_min assumes that the pattern of levels near the Fermi edge only rescales with n, so that it contributes to the constant. This assumption is what the numerical test of the slope checks. A finer bath in a metal therefore moves the ground state to higher levels without limit. This is the orthogonality between the decoupled Fermi sea and the one with phase shift δ, seen in the configuration count. A bounded mean level then no longer supports a K chosen at small n, and a scan in n at fixed K can at best converge to the K-truncated spectrum.

An exact yardstick at U = 0

At U = 0 both Hamiltonians are one-body operators, with matrices h0 and h1 = h0 − Q|d⟩⟨d|. The ground state is a product of two Slater determinants whose occupied orbitals are the columns of C_σ. The operator e^{−iH1 t} carries each orbital into e^{−ih1 t} times itself, and the overlap of two Slater determinants is the determinant of the orbital overlaps. With 1/(z − E) = −i∫_0^∞ dt e^{i(z−E)t} for Im z > 0,

G(z) = −i ∫_0^∞ dt e^{i(z + E_g)t} Π_σ det(C_σᵀ e^{−ih1 t} C_σ).   (10)

This uses neither truncation nor Lanczos and so isolates the bath error. In the same way x^L̂ multiplies each valence orbital by 1/x and each conduction orbital by x, so ⟨x^L̂⟩ = x^{2n} Π_σ det(C_σᵀ X C_σ) with X = diag(1, 1/x, x) on d, valence and conduction. It is a polynomial whose coefficients are the level weights, and a discrete Fourier transform over roots of unity extracts them. The matrix h0 has odd dimension and a symmetric spectrum, so it has a zero mode, filled for spin up only. At U = 0 this mode costs no energy, so the ground level is fourfold (mode empty, ↑, ↓ or doubly filled); at U = 1 eV and n = 2 only the doublet remains lowest. The singly filled state used here is the particle-hole symmetric choice, with ⟨n_d⟩ = 1. The degeneracy is a finite-size effect at the scale ε_min.

Worked example

The parameters are round model values: D = 1 eV, t² = 0.25 eV², Γ = 0.2 eV. A spectral error means the largest |Im G − Im G_ref| on the window divided by the largest |Im G_ref|. The window is −3 to 1 eV for the metal and −8 to 0 eV for the insulator. The program and its output follow this text.

Metal, U = 0, Q = 1 eV. The full space at n = 3, treated with strings and Lanczos, agrees with (10) to 3 × 10⁻⁷ eV⁻¹, and its level weights agree with the generating function; both are tests. The reference is (10) at n = 40. Its peak is at ω = −1.525 eV on a 0.025 eV grid, with height 0.87 eV⁻¹, below the first moment −Q = −1 eV, so weight extends toward higher binding energy. A 101-site chain with hopping D/2, a different discretization of the same Δ, deviates from the reference by 8 × 10⁻⁴. This confirms the limit to that accuracy and no further.

The bath errors relative to n = 40 are 1.05 × 10⁻¹, 1.08 × 10⁻², 8.3 × 10⁻⁴ and 6.0 × 10⁻⁵ for n = 2, 4, 8, 16. Each doubling gains a factor 10, 13 and 14. The n = 40 reference is itself off by about 2 × 10⁻⁶, so against a finer reference the last error is 6.2 × 10⁻⁵ and the last gain 13.5. This is a power law near n⁻⁴ and not the geometric law (7), which would square the gain at each doubling. Equation (7) governs Δ at a distance Γ from the cut, whereas the ground state probes the bath down to zero energy, where ρ → 1. At this fixed Γ the error falls roughly as ε_min²: from n = 4 to 16, ε_min falls by 0.0652/0.00521 = 12.5, whose square is 157, while the error falls by 180. This rate belongs to the singly filled zero mode; with the mode empty or doubly filled the error falls only as ε_min and is about 0.05 at n = 8. These numbers say nothing about how the error depends on Γ.

At n = 5 the truncation errors relative to (10) at the same n are 0.28, 0.023 and 3.2 × 10⁻⁴ for K = 2, 4, 6, with dimensions 86, 1761 and 14161. The energies E_g(K) lie 0.101, 0.0071 and 6 × 10⁻⁵ eV above the exact value. That both sequences decrease is tested; for the spectrum it is a numerical finding at this n and not a theorem. At n = 8 and K = 4 the truncation error is 0.032, about 39 times the bath error 8.3 × 10⁻⁴ at that n, and larger than the 0.023 at n = 5. Going from n = 5 to n = 8 at K = 4 thus raises the truncation error, which at n = 8 dominates the bath error. Two values of n do not show whether this error levels off or keeps rising.

The mean level is 1.62, 2.66, 3.76 and 4.32 for n = 4, 16, 64, 128. The slope between the last two is

(4.3164 − 3.7586)/ln(3.46 × 10⁻⁴/8.74 × 10⁻⁵) = 0.5578/1.376 = 0.405,

against 4/π² = 0.4053 (tested within 2%). The ratio 3.96 of the two ε_min shows ε_min ∝ n⁻² at these sizes, so each doubling of n adds about 0.56 to the mean level. The exact ground-state weight inside L̂ ≤ 4 falls from 0.995 to 0.914 to 0.692 for n = 4, 16, 64. That it tends to zero is expected from the orthogonality argument; a diverging mean alone does not prove it.

Mott insulator, U = 4 eV, Q = 5 eV. The bands occupy −3 to −1 eV and 1 to 3 eV. Count energies from the level-0 state without core hole, and write ε = −U/2 − s for valence and ε = U/2 + x for conduction levels, with s and x distributed on the semicircle. Level 1 has two families. Moving d↑ to the conduction band costs U/2 + ε = U + x. Moving a valence ↓ electron into d costs U/2 − ε = U + s. At K = 1, eliminating both families, each of weight t²/2, gives E = −t² g_sc(U − E). The value E = −0.0625 eV solves it: g_sc(4.0625) = 2(4.0625 − 3.9375) = 0.25 eV⁻¹, and 0.25 × 0.25 = 0.0625. The printed numbers give the same, −0.06409 + 0.00159 = −0.06250 eV, from the converged hybridization energy and the K = 1 excess. The level-1 weight in lowest order is ΣV²/(U + s)² = −t² g′_sc(4) = 0.25 × 2(4/√15 − 1) = 0.0164. The computed weights of levels 0 to 4 are 0.983, 0.0164, 4.5 × 10⁻⁴, 3.0 × 10⁻⁶ and 1.5 × 10⁻⁸. The odd-level weight matches var(n_d) = 0.01644, as the parity rule requires. Equation (2) gives m1 = −5.000 eV (−0.18375 hartree) and variance 25 × 0.01644 = 0.411 eV², and the Lanczos coefficients are tested against both. The mean level is 0.017346 for n = 4, 8 and 24 alike.

With the core hole, level 0 lies at −Q = −5 eV. The screened family, d² with a valence hole, lies at U + s − 2Q = −6 + s, from −7 to −5 eV. Only the ↓ electron can enter, since d↑ is occupied. The unscreened state thus sits at the top edge of the screened continuum and is pushed out of it. Keeping only these states and writing E = −6 + y in eV, the pole condition is y − 1 = (t²/2)g_sc(y) = 0.25[y − √(y² − 1)]. Multiplying by 4 gives 4 − 3y = √(y² − 1), squaring gives 8y² − 24y + 17 = 0, and the root with 4 − 3y > 0 is y = (24 − √32)/16 = 1.146. So E = −4.854 eV. The level-0 content of this state is Z = 1/(1 − Δ′) with Δ′ = 0.25[1 − y/√(y² − 1)] = 0.25(1 − 1.146/0.561) = −0.261, which gives Z = 0.79.

Counting from the true E_g adds 0.064 eV. Coupling to the conduction band lowers the level-0 part by about 0.125/9 = 0.014 eV, since that hop costs U + Q. It lowers the d² part by about 0.25/4.3 = 0.058 eV: either spin can leave, and the level-2 states at −1 + x + s lie some 4.3 eV above the pole for s near 0.5 eV. The weighted shift is −(0.79 × 0.014 + 0.21 × 0.058) = −0.023 eV, and the estimate is ω = −4.854 + 0.064 − 0.023 = −4.81 eV. The computed main line is at −4.811 eV (−0.1768 hartree) with weight 0.754. A weight 0.243 lies below it in the screened continuum and 0.003 above it.

The weight differs from Z mainly for two reasons of opposite sign. The ground state contains the d² states with amplitudes −V/(U + s), and the pole above the continuum contains them with +V/(y − s), so the overlap is reduced. Partial fractions give ΣV²/[(y − s)(U + s)] = (0.146 + 0.032)/5.146 = 0.035, where 0.146 = y − 1 and 0.032 = (t²/2)g_sc(4). The weight becomes 0.79 × 0.983 × (1 − 0.035)² = 0.72. The unequal shifts above, on the other hand, move the pole away from the continuum and raise Z. This accounting is a low-order estimate and is not tested. The main line is also not strictly bound: level-3 states with d², two holes and one electron begin at −7 + 2 = −5 eV. They are three hops from level 0, and the program defines position and weight by summing Lanczos poles within 0.07 eV of the strongest one; the results at n = 16 and 24 are tested to agree within 0.01. The peak height 1.24 eV⁻¹ is mostly the main line, 0.754/(π × 0.2) = 1.20 eV⁻¹, and A(−6 eV) = 0.131 eV⁻¹.

The truncation errors at n = 5, relative to K = 6, are 3.5 × 10⁻², 2.2 × 10⁻⁴ and 2.5 × 10⁻⁶ for K = 1, 2, 3, about two orders of magnitude per level. The entries for K = 4 and 5, near 10⁻⁸, lie below the Lanczos stopping tolerance and show only that nothing larger is present. That tolerance, 10⁻⁶ eV⁻¹, is about 3 × 10⁻⁷ relative to the largest |Im G| of about π × 1.24 = 3.9 eV⁻¹. At n = 10, K = 3 and K = 4 differ by 1.3 × 10⁻⁶, which lies above the tolerance and below the 2.5 × 10⁻⁶ of K = 3 at n = 5, so the truncation error has not grown between these two values of n. The bath errors at K = 3, relative to n = 24, are 8.5 × 10⁻², 2.9 × 10⁻², 5.1 × 10⁻³, 2.1 × 10⁻³ and 1.9 × 10⁻⁴ for n = 2, 4, 8, 10, 16. At K = 1 the resonant bath dependence of G enters through sums ΣV²/(z + E_g + 6 − s), whose pole in s lies Γ off the band, so (7) carries over. For K = 3 this is tested at the continuum centre ω = −6 eV:

ln(1.72 × 10⁻²/7.04 × 10⁻⁴)/8 = 3.196/8 = 0.399,

against 2 ln ρ = 0.397, with a tolerance of 15%. The number of Lanczos steps rises only from 149 at n = 8 to 187 at n = 24 while the dimension rises from 1681 to 42673, a numerical finding. Equation (7), in which the energy range and Γ appear but the dimension does not, suggests such behaviour, but its assumption that a_m and b_m converge was not checked for this many-body spectrum.

Order of the convergence checks, and limits

The two cases have opposite bottlenecks. In this insulator K = 2 reaches 2 × 10⁻⁴ and the bath needs n = 16 for the same accuracy. In this metal n = 8 reaches 8 × 10⁻⁴ and K = 4 leaves 3%. Convergence of the spectrum in n at fixed K does not reveal the truncation error, and the sum rules (2) hold in both cases. The order that follows is to fix M by the bound (6), scan K at small n, scan n at the chosen K, and repeat one step in K at a larger n while watching ⟨L̂⟩. For the ground state, a mean level that stays constant, as in the insulator, supports the K chosen at small n. One that grows as (9) removes this support. It does not by itself show that the error of the broadened spectrum grows with n, so K has to be tested again at larger n.

As U/2 − D → 0 the bound from (8) diverges and no longer guarantees a bounded mean level. This does not show that the mean level itself diverges: if ρ_Δ and A⁺ both vanish as square roots at zero energy, the integrand √u √ν/(ν + u)² of (8), with u = |ε|, is of order 1/r in polar coordinates against the area element r dr, and the integral stays finite. The large-U bath is not valid in that limit, which was not computed. A correlated metal with a small coherence scale needs ε_min below that scale before the finite-size doublet stops imitating a free moment, and by (9) this raises the level count; no such case was computed here. The level is defined relative to the decoupled bath, so the logarithm in (9) depends on this choice of orbitals: at U = 0 the ground state is a single determinant in the eigenorbitals of h0. At finite temperature the split into Δ^< and Δ^> is no longer sharp and several initial states contribute. Core-valence multiplets enlarge the local part of each block. Several d orbitals also multiply the number of bath levels, so the space grows much faster with K, and the quadrature can be applied orbital by orbital only if Δ is diagonal in the orbitals. The bound (6) is unchanged for any real symmetric H.

Computed values

```
D = 1.0 eV, t^2 = 0.25 eV^2, Gamma = 0.2 eV
metal U = 0 eV, Q = 1.0 eV; insulator U = 4.0 eV, Q = 5.0 eV
half band n=3: moment errors m=5, m=6 = 9.1e-16, 1.42e-04 eV^m
rho = 1.2198, 2 ln rho = 0.3974, rate seen in Delta_n = 0.3961
n=2 full, M=8: max error 0.007, max bound 0.275 1/eV
DMFT defect (eta=0.5 eV): U=200 eV 5.21e-04, U=4.0 eV 0.013
metal n=3 full CI dim 1225: max|G - G_det| = 3.0e-07 1/eV
metal n=40 star vs 101-site chain: rel. deviation 7.9e-04
metal peak w = -1.525 eV (grid 0.025 eV), A = 0.8694 1/eV
metal bath error n=2,4,8,16: 1.05e-01 1.08e-02 8.34e-04 6.01e-05
metal n=5 K=2,4,6 dims: [86, 1761, 14161]
metal n=5 spectral error K=2,4,6: 2.80e-01 2.29e-02 3.15e-04
metal n=5 Eg(K)-Eg eV: 1.01e-01 7.09e-03 6.18e-05
metal n=8 K=4 dim 10929, M=91: truncation error 3.22e-02
metal eps_min eV n=4,16,64,128: 6.52e-02 5.21e-03 3.46e-04 8.74e-05
metal <level> n=4,16,64,128: 1.6154 2.6582 3.7586 4.3164
slope vs ln(1/eps_min) = 0.4053, 4/pi^2 = 0.4053
metal weight in level<=4, n=4,16,64: 0.9953 0.9140 0.6923
ins n=5 K=1..6 dims: [11, 86, 436, 1761, 5461, 14161]
ins n=5 spectral error K=1..5 vs 6: 3.45e-02 2.24e-04 2.48e-06 3.67e-08 1.16e-08
ins n=5 Eg(K)-Eg(6) eV: 1.59e-03 2.20e-05 1.07e-07 7.58e-11 2.49e-14
ins n=5 K=6 weights level 0..4: 9.83e-01 1.64e-02 4.52e-04 3.01e-06 1.49e-08
ins K=3 n=2,4,8,10,16,24 dims: [37, 233, 1681, 3221, 12833, 42673]
ins K=3 Lanczos steps: [27, 88, 149, 154, 176, 187]
ins bath error n=2,4,8,10,16 vs 24: 8.51e-02 2.94e-02 5.11e-03 2.08e-03 1.85e-04
ins |dG| at w=-6.0 eV, n=8,16: 1.72e-02 7.04e-04 1/eV, rate 0.399
ins <level> n=4,8,24: 0.017346 0.017346 0.017346
ins n=10 K=3 vs K=4 (dim 26271): rel. deviation 1.27e-06
ins n=24 K=3 hybridization energy of g = -0.06409 eV
ins <n_d> = 1.000000, var(n_d) = 0.01644
ins first moment = -5.0000 eV = -0.18375 Ha, variance = 0.4109 eV^2
ins main line w = -4.8114 eV = -0.17682 Ha, weight 0.7537
ins weight below main line 0.2433, above 0.0030
ins A(w=-6.0 eV) = 0.1312 1/eV, max A = 1.2398 1/eV
```
